# Applying the meta-GGA tau operator in plane waves with FFTs: test program

```python
"""
Result under test: the meta-GGA operator  V_tau psi = -1/2 div( v_tau grad psi )
applied in plane waves as
    (V_tau c)_G = 1/2 sum_a q_a FFT[ v_tau * invFFT( q_a c ) ]_G ,   q = k + G,
uses three FFT pairs per band beyond the local potential, is Hermitian, and with
the local part is the exact derivative of the grid exchange energy.
Symbols: n density, sigma = |grad n|^2, tau = 1/2 sum f |grad psi|^2,
v_tau = d e / d tau, e = TPSS exchange energy per volume, c = coefficients.
Hartree atomic units throughout. A variant with one extra pair is tested as well.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
cell = np.array([[7.0, 0.0, 0.0], [2.0, 6.0, 0.0], [1.0, 2.0, 6.0]])
recip = 2 * np.pi * np.linalg.inv(cell).T
volume = abs(np.linalg.det(cell))
cutoff, well, n_bands, occupation = 4.5, 0.2, 4, 2.0
k_fractions = np.array([[0.25, 0.25, 0.25], [0.25, -0.25, 0.0]])
k_weight = 0.5
FINE, COARSE = 16, 8
calls = {"inverse": 0, "forward": 0}


def make_basis(k_fraction):
    """Miller indices and vectors q = k + G with q^2/2 below the cutoff."""
    line = np.arange(-6, 7)
    miller = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
    q = (miller + k_fraction) @ recip
    keep = 0.5 * np.sum(q**2, axis=1) <= cutoff
    return miller[keep], q[keep]


def model_bands(basis):
    """Lowest bands of -1/2 Laplacian - well * sum_j cos(b_j . r)."""
    miller, q = basis
    difference = np.abs(miller[:, None, :] - miller[None, :, :]).sum(axis=2)
    h = np.diag(0.5 * np.sum(q**2, axis=1)) - 0.5 * well * (difference == 1)
    return np.linalg.eigh(h)[1][:, :n_bands].astype(complex)


def to_real(coef, miller, size):
    calls["inverse"] += 1
    box = np.zeros((size,) * 3, complex)
    box[tuple((miller % size).T)] = coef
    return np.fft.ifftn(box, norm="forward")


def to_sphere(field, miller):
    calls["forward"] += 1
    return np.fft.fftn(field, norm="forward")[tuple((miller % len(field)).T)]


def grid_vectors(size, drop_nyquist):
    line = np.rint(np.fft.fftfreq(size, 1.0 / size))
    m = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1)
    g = m @ recip
    if drop_nyquist:
        g[np.any(m == -size // 2, axis=-1)] = 0.0
    return g


def grid_derivative(field, axis):
    g = grid_vectors(len(field), True)[..., axis]
    return np.fft.ifftn(1j * g * np.fft.fftn(field)).real


def grid_laplacian(field):
    g2 = np.sum(grid_vectors(len(field), False)**2, axis=-1)
    return np.fft.ifftn(-g2 * np.fft.fftn(field)).real


def tpss_exchange(n, sigma, tau):
    """TPSS exchange energy per volume; analytic, so complex input is allowed."""
    kappa, b, c, e, mu = 0.804, 0.40, 1.59096, 1.537, 0.21951
    kf2 = (3 * np.pi**2)**(2 / 3)
    p_rate, z_rate = 1 / (4 * kf2 * n**(8 / 3)), 1 / (8 * n * tau)
    p, z = sigma * p_rate, sigma * z_rate
    alpha = (tau - sigma / (8 * n)) / (0.3 * kf2 * n**(5 / 3))
    qb = 0.45 * (alpha - 1) / np.sqrt(1 + b * alpha * (alpha - 1)) + 2 * p / 3
    root = sigma * np.sqrt(0.5 * (0.6 * z_rate)**2 + 0.5 * p_rate**2)
    x = ((10 / 81 + c * z**2 / (1 + z**2)**2) * p + 146 / 2025 * qb**2
         - 73 / 405 * qb * root + (10 / 81)**2 * p**2 / kappa
         + 2 * np.sqrt(e) * 10 / 81 * (0.6 * z)**2 + e * mu * p**3)
    x = x / (1 + np.sqrt(e) * p)**2
    enhancement = 1 + kappa - kappa / (1 + x / kappa)
    return -0.75 * (3 / np.pi)**(1 / 3) * n**(4 / 3) * enhancement


def grid_fields(bands, size):
    n, tau = np.zeros((size,) * 3), np.zeros((size,) * 3)
    factor = k_weight * occupation / volume
    for (miller, q), block in zip(bases, bands):
        for c in block.T:
            n += factor * np.abs(to_real(c, miller, size))**2
            for a in range(3):
                tau += 0.5 * factor * np.abs(to_real(1j * q[:, a] * c, miller, size))**2
    gradient = np.array([grid_derivative(n, a) for a in range(3)])
    return n, gradient, tau


def energy(bands, size):
    n, gradient, tau = grid_fields(bands, size)
    return volume * np.mean(tpss_exchange(n, np.sum(gradient**2, axis=0), tau))


def potentials(bands, size):
    """Local potential and v_tau; partial derivatives by the complex step."""
    n, gradient, tau = grid_fields(bands, size)
    sigma, step = np.sum(gradient**2, axis=0), 1e-20
    v_n = tpss_exchange(n + 1j * step, sigma, tau).imag / step
    v_sigma = tpss_exchange(n, sigma + 1j * step, tau).imag / step
    v_tau = tpss_exchange(n, sigma, tau + 1j * step).imag / step
    divergence = sum(grid_derivative(2 * v_sigma * gradient[a], a) for a in range(3))
    return v_n - divergence, v_tau


def apply_local(c, basis, v):
    return to_sphere(v * to_real(c, basis[0], len(v)), basis[0])


def apply_tau(c, basis, v_tau):
    """Three inverse and three forward transforms."""
    miller, q = basis
    out = np.zeros(len(c), complex)
    for a in range(3):
        slope_field = to_real(1j * q[:, a] * c, miller, len(v_tau))
        out += -0.5j * q[:, a] * to_sphere(v_tau * slope_field, miller)
    return out


def apply_short(c, basis, v_loc, v_tau, lap_v_tau):
    """Local part plus tau part with two transform pairs in all."""
    miller, q = basis
    q2 = np.sum(q**2, axis=1)
    u = to_real(c, miller, len(v_tau))
    lap_u = to_real(-q2 * c, miller, len(v_tau))
    merged = v_loc * u - 0.25 * (v_tau * lap_u - lap_v_tau * u)
    return to_sphere(merged, miller) + 0.25 * q2 * to_sphere(v_tau * u, miller)


def analytic_slope(bands, directions, operator):
    total = 0.0
    for basis, block, change in zip(bases, bands, directions):
        for c, d in zip(block.T, change.T):
            total += 2 * k_weight * occupation * np.vdot(d, operator(c, basis)).real
    return total


def numerical_slope(bands, directions, size, h=5e-4):
    def e(t):
        return energy([b + t * d for b, d in zip(bands, directions)], size)
    return (8 * (e(h) - e(-h)) - (e(2 * h) - e(-2 * h))) / (12 * h)


def as_matrix(operator, dimension):
    return np.column_stack([operator(col) for col in np.eye(dimension, dtype=complex)])


bases = [make_basis(k) for k in k_fractions]
bands = [model_bands(b) for b in bases]
max_index = max(np.abs(b[0]).max() for b in bases)
assert FINE > 4 * max_index and 2 * max_index + 1 <= COARSE <= 4 * max_index
n, gradient, tau = grid_fields(bands, FINE)
sigma = np.sum(gradient**2, axis=0)
v_loc, v_tau = potentials(bands, FINE)
lap_v_tau = grid_laplacian(v_tau)
n_points = FINE**3

# The functional itself against libxc
rho = np.vstack([n.ravel(), gradient.reshape(3, -1), np.zeros(n_points), tau.ravel()])
reference = n.ravel() * libxc.eval_xc("TPSS,", rho, spin=0, deriv=1)[0]
own = tpss_exchange(n, sigma, tau).ravel()
libxc_error = np.max(np.abs(own / reference - 1))
assert libxc_error < 1e-6
assert np.all(tau >= sigma / (8 * n) * (1 - 1e-10))

# FFT operator against explicit quadrature over plane-wave gradients
miller, q = bases[0]
n_pw = len(q)
matrix = as_matrix(lambda c: apply_tau(c, bases[0], v_tau), n_pw)
line = np.arange(FINE) / FINE
points = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3) @ cell
waves = np.exp(1j * points @ q.T)
direct = np.zeros((n_pw, n_pw), complex)
for a in range(3):
    wave_slope = 1j * q[:, a] * waves
    direct += 0.5 * wave_slope.conj().T @ (v_tau.reshape(-1, 1) * wave_slope) / n_points
scale = np.abs(matrix).max()
quadrature_error = np.abs(matrix - direct).max() / scale
assert quadrature_error < 1e-11

# One matrix element from the convolution formula
row = int(np.where(np.all(miller == [0, 0, 0], axis=1))[0][0])
col = int(np.where(np.all(miller == [1, 0, 0], axis=1))[0][0])
v_hat = np.fft.fftn(v_tau, norm="forward")[-1, 0, 0]
q_dot = q[row] @ q[col]
assert abs(direct[row, col] - 0.5 * q_dot * v_hat) < 1e-12

# Hermiticity, with a non-Hermitian control that omits grad v_tau
hermitian_error = np.abs(matrix - matrix.conj().T).max() / scale
q2 = np.sum(q**2, axis=1)
bad = as_matrix(lambda c: 0.5 * apply_local(q2 * c, bases[0], v_tau), n_pw)
bad_error = np.abs(bad - bad.conj().T).max() / np.abs(bad).max()
assert hermitian_error < 1e-12 and bad_error > 1e-3

# Sum rule for the band expectation values
expectation = np.array([[np.vdot(c, apply_tau(c, b, v_tau)).real for c in block.T]
                        for b, block in zip(bases, bands)])
band_sum = k_weight * occupation * expectation.sum()
field_sum = volume * np.mean(v_tau * tau)
assert abs(band_sum - field_sum) < 1e-11

# Energy derivative along a random change of all orbitals, fine grid
rng = np.random.default_rng(7)
directions = []
for b in bases:
    d = rng.normal(size=(len(b[1]), n_bands)) + 1j * rng.normal(size=(len(b[1]), n_bands))
    d /= (1 + np.sum(b[1]**2, axis=1))[:, None]
    directions.append(d / np.linalg.norm(d, axis=0))
slope_local = analytic_slope(bands, directions, lambda c, b: apply_local(c, b, v_loc))
slope_tau = analytic_slope(bands, directions, lambda c, b: apply_tau(c, b, v_tau))
slope_fd = numerical_slope(bands, directions, FINE)
fine_error = abs(slope_local + slope_tau - slope_fd)
assert fine_error < 1e-8
assert abs(slope_local - slope_fd) > 1000 * fine_error

# Transform counts observed while the operators run, and equality of both forms
def count_pairs(operator):
    calls.update(inverse=0, forward=0)
    result = operator()
    assert calls["inverse"] == calls["forward"]
    return calls["forward"], result


c0 = bands[0][:, 0]
pairs_local, part_local = count_pairs(lambda: apply_local(c0, bases[0], v_loc))
pairs_tau, part_tau = count_pairs(lambda: apply_tau(c0, bases[0], v_tau))
pairs_short, _ = count_pairs(lambda: apply_short(c0, bases[0], v_loc, v_tau, lap_v_tau))
assert (pairs_local, pairs_tau, pairs_short) == (1, 3, 2)
full = matrix + as_matrix(lambda c: apply_local(c, bases[0], v_loc), n_pw)
short = as_matrix(lambda c: apply_short(c, bases[0], v_loc, v_tau, lap_v_tau), n_pw)
short_fine = np.abs(short - full).max() / scale
assert short_fine < 1e-10

# Coarse grid, where differences G - G' wrap around
w_loc, w_tau = potentials(bands, COARSE)
lap_w = grid_laplacian(w_tau)
coarse_fd = numerical_slope(bands, directions, COARSE)
coarse_three = abs(coarse_fd - analytic_slope(
    bands, directions, lambda c, b: apply_local(c, b, w_loc) + apply_tau(c, b, w_tau)))
coarse_short = abs(coarse_fd - analytic_slope(
    bands, directions, lambda c, b: apply_short(c, b, w_loc, w_tau, lap_w)))
coarse_matrix = as_matrix(lambda c: apply_tau(c, bases[0], w_tau), n_pw)
coarse_hermitian = (np.abs(coarse_matrix - coarse_matrix.conj().T).max()
                    / np.abs(coarse_matrix).max())
assert coarse_three < 1e-7 and coarse_hermitian < 1e-12
assert coarse_short > 10 * coarse_three and coarse_short > 1e-7

# Real operations tallied inside a working radix-2 implementation
tally = {"flops": 0}


def counted(cost, array):
    tally["flops"] += cost * array.size
    return array


def radix2(x, sign):
    size = len(x)
    if size == 1:
        return x
    even, odd = radix2(x[::2], sign), radix2(x[1::2], sign)
    twiddle = np.exp(sign * 2j * np.pi * np.arange(size // 2) / size).reshape(-1, 1, 1)
    odd = counted(6, twiddle * odd)
    return np.concatenate([counted(2, even + odd), counted(2, even - odd)])


def radix2_3d(x, sign):
    for axis in range(3):
        x = np.moveaxis(radix2(np.moveaxis(x, axis, 0), sign), 0, axis)
    return x


stored = v_tau / (2 * n_points)
where = tuple((miller % FINE).T)
accumulated = part_local.copy()
for a in range(3):
    box = np.zeros((FINE,) * 3, complex)
    box[where] = counted(2, q[:, a] * c0)
    product = counted(2, stored * radix2_3d(box, +1))
    back = radix2_3d(product, -1)[where]
    accumulated = counted(2, accumulated + counted(2, q[:, a] * back))
assert np.abs(accumulated - part_local - part_tau).max() < 1e-12
log_points = int(round(np.log2(n_points)))
fft_flops = 30 * n_points * log_points
formula_flops = fft_flops + 6 * n_points + 18 * n_pw
assert tally["flops"] == formula_flops

for j in range(3):
    print(f"lattice vector a{j + 1} (bohr): {cell[j]}")
print(f"cell volume: {volume:.1f} bohr^3")
print(f"cutoff: {cutoff} hartree; cosine amplitude: {well} hartree")
print(f"k-points (fractions of b1,b2,b3): {k_fractions[0]} and {k_fractions[1]}")
print(f"k weight: {k_weight}; bands per k: {n_bands}; electrons per band: {occupation}")
print(f"plane waves at k1, k2: {len(bases[0][1])}, {len(bases[1][1])}")
print(f"largest Miller index m: {max_index}; 4m = {4 * max_index}")
print(f"fine grid: {FINE}^3 = {n_points} points; coarse grid: {COARSE}^3 = {COARSE**3} points")
print(f"density min, max: {n.min():.5f}, {n.max():.5f} bohr^-3")
print(f"TPSS exchange energy, fine grid: {energy(bands, FINE):.6f} hartree per cell")
print(f"largest relative deviation of e from libxc: {libxc_error:.1e}")
print(f"v_tau min, mean, max: {v_tau.min():.5f}, {v_tau.mean():.5f}, {v_tau.max():.5f} (dimensionless)")
print(f"element G=0, G'=b1 at k1: q.q' = {q_dot:.6f} bohr^-2")
print(f"  v_tau Fourier coefficient at -b1: {v_hat.real:.6f} (imag {abs(v_hat.imag):.0e})")
print(f"  matrix element from FFT operator: {matrix[row, col].real:.7f} hartree")
print(f"FFT operator vs quadrature, relative: {quadrature_error:.1e}")
print(f"Hermiticity defect, three-pair form, relative: {hermitian_error:.1e}")
print(f"Hermiticity defect, -1/2 v_tau Laplacian, relative: {bad_error:.3f}")
for j in range(2):
    print(f"<V_tau> of bands 1-4 at k{j + 1} (hartree): "
          + ", ".join(f"{x:.6f}" for x in expectation[j]))
print(f"sum of w f <V_tau>: {band_sum:.8f} hartree = {band_sum * HARTREE_EV:.5f} eV")
print(f"integral of v_tau tau: {field_sum:.8f} hartree")
print(f"energy slope, local part: {slope_local:.9f} hartree")
print(f"energy slope, tau part: {slope_tau:.9f} hartree")
print(f"energy slope, sum of both: {slope_local + slope_tau:.9f} hartree")
print(f"energy slope, finite difference: {slope_fd:.9f} hartree")
print(f"slope error, fine grid: {fine_error:.1e} hartree")
print(f"FFT pairs: local {pairs_local}, tau extra {pairs_tau}, total {pairs_local + pairs_tau}")
print(f"FFT pairs in short form, local and tau together: {pairs_short}")
print(f"short form vs three-pair form, fine grid, relative: {short_fine:.1e}")
print(f"coarse grid Hermiticity defect, three-pair form: {coarse_hermitian:.1e}")
print(f"coarse grid slope error, three-pair form: {coarse_three:.1e} hartree")
print(f"coarse grid slope error, short form: {coarse_short:.1e} hartree")
print(f"log2 of fine grid points: {log_points}")
print(f"tau operations per band: FFT part {fft_flops}, grid products {6 * n_points}, "
      f"sphere {18 * n_pw}")
print(f"tau operations per band, tallied: {tally['flops']}; formula: {formula_flops}")
print(f"FFT share of tau operations: {100 * fft_flops / formula_flops:.2f} percent")
print("ALL CHECKS PASSED")
```

It prints:

```
lattice vector a1 (bohr): [7. 0. 0.]
lattice vector a2 (bohr): [2. 6. 0.]
lattice vector a3 (bohr): [1. 2. 6.]
cell volume: 252.0 bohr^3
cutoff: 4.5 hartree; cosine amplitude: 0.2 hartree
k-points (fractions of b1,b2,b3): [0.25 0.25 0.25] and [ 0.25 -0.25  0.  ]
k weight: 0.5; bands per k: 4; electrons per band: 2.0
plane waves at k1, k2: 116, 114
largest Miller index m: 3; 4m = 12
fine grid: 16^3 = 4096 points; coarse grid: 8^3 = 512 points
density min, max: 0.00305, 0.09831 bohr^-3
TPSS exchange energy, fine grid: -2.106297 hartree per cell
largest relative deviation of e from libxc: 1.1e-15
v_tau min, mean, max: -0.00830, 0.01222, 0.03966 (dimensionless)
element G=0, G'=b1 at k1: q.q' = 0.248978 bohr^-2
  v_tau Fourier coefficient at -b1: 0.000027 (imag 8e-19)
  matrix element from FFT operator: 0.0000033 hartree
FFT operator vs quadrature, relative: 3.9e-16
Hermiticity defect, three-pair form, relative: 1.9e-16
Hermiticity defect, -1/2 v_tau Laplacian, relative: 0.242
<V_tau> of bands 1-4 at k1 (hartree): 0.002367, 0.006415, 0.005658, 0.005716
<V_tau> of bands 1-4 at k2 (hartree): 0.002777, 0.003883, 0.004421, 0.007040
sum of w f <V_tau>: 0.03827735 hartree = 1.04158 eV
integral of v_tau tau: 0.03827735 hartree
energy slope, local part: -0.016341164 hartree
energy slope, tau part: 0.002896878 hartree
energy slope, sum of both: -0.013444286 hartree
energy slope, finite difference: -0.013444286 hartree
slope error, fine grid: 1.7e-13 hartree
FFT pairs: local 1, tau extra 3, total 4
FFT pairs in short form, local and tau together: 2
short form vs three-pair form, fine grid, relative: 2.0e-15
coarse grid Hermiticity defect, three-pair form: 8.0e-17
coarse grid slope error, three-pair form: 4.4e-15 hartree
coarse grid slope error, short form: 2.4e-05 hartree
log2 of fine grid points: 12
tau operations per band: FFT part 1474560, grid products 24576, sphere 2088
tau operations per band, tallied: 1501224; formula: 1501224
FFT share of tau operations: 98.22 percent
ALL CHECKS PASSED
```
